Evaluating the three-omega strip-heater integral with a bounded tail correction

**1. Definitions and conventions**

A metal strip of half-width b carries the current j₀ cos ωt on the surface of a half-space with conductivity κ, volumetric heat capacity C and diffusivity D = κ/C. The strip has resistance R₀ and length L. Oscillating quantities are real parts of complex amplitudes times exp(2iωt). The opposite time convention conjugates every amplitude.

The Joule power is

j₀²R₀ cos²ωt = ½j₀²R₀(1 + cos 2ωt),

so its 2ω amplitude is P = ½j₀²R₀, or p = P/L per unit length. The complex amplitude of the strip-averaged temperature at 2ω is ΔT. Define

λ = 2ωb²/D, s = √(iλ), r(x) = √(x² + iλ),

with roots of positive real part. The quantity to be computed is

I(λ) = ∫₀^∞ sin²x /[x² r(x)] dx, ΔT = p I(λ)/(πκ).

The model assumes a homogeneous, isotropic half-space, a strip long enough for two-dimensional heat flow, uniform heat flux under the strip, no heat loss from the free surface, and no heater heat capacity or contact resistance.

If the resistance is R₀(1 + α × temperature rise), the oscillating part of the rise, |ΔT| cos(2ωt + φ), multiplies the current. Since

cos ωt cos(2ωt + φ) = ½[cos(3ωt + φ) + cos(ωt + φ)],

the third-harmonic voltage amplitude is

V₃ω = ½ j₀R₀α ΔT.

This is first order in α: the effect of the resistance change on the heating power is neglected.

**2. Where the integral comes from**

Let ξ be the surface coordinate across the strip, z the depth, and θ(ξ,z) the complex temperature amplitude. The heat equation C ∂T/∂t = κ∇²T becomes

∇²θ = q²θ, q² = 2iω/D.

A Fourier transform along ξ gives ∂²θ̂/∂z² = (k² + q²)θ̂. The solution that vanishes at depth is proportional to exp[−z√(k² + q²)]. The flux entering the surface is p/(2b) for |ξ| < b and zero elsewhere, so

κ√(k² + q²) θ̂(k,0) = (p/2b)∫₋b^b e^(−ikξ)dξ = p sin(kb)/(kb).

Inverting the transform and averaging over the strip supplies a second factor sin(kb)/(kb):

ΔT = (1/2π)∫₋∞^∞ p sin²(kb)/[(kb)² κ√(k² + q²)] dk.

The integrand is even, which turns 1/(2π) into 1/π on the half-line. With x = kb, dk = dx/b and √(k² + q²) = r(x)/b, because q²b² = iλ. The two factors of b cancel, leaving the stated result.

**3. Two scales and two tail laws**

The numerator oscillates with period π in x. The denominator changes character at x ~ √λ, where the inverse wavevector 1/k matches the thermal penetration depth √(D/2ω). At low frequency this scale is a narrow feature near x = 0, inside the first lobe of the sine. It is then the thermal scale, not the oscillation, that demands resolution.

For x ≫ √λ, r ≈ x and the integrand falls as sin²x/x³. For 1 ≪ x ≪ √λ, r ≈ s and it falls as sin²x/(s x²). An inverse-cube tail is therefore justified only if the cutoff X satisfies X ≫ √λ. Keeping r(x) intact in the tail covers both regimes.

**4. Central region**

On 0 ≤ x ≤ π substitute x = √λ sinh u. Then dx = √λ cosh u du and r = √λ √(sinh²u + i), so

∫₀^π sin²x/(x²r) dx = ∫₀^U (sin x/x)² cosh u/√(sinh²u + i) du, U = arsinh(π/√λ).

The branch points satisfy sinh²u = −i, which contains no λ. To locate them, write u = a + ic and take the root sinh u = (1 − i)/√2:

sinh a cos c = 1/√2, cosh a sin c = −1/√2.

With Y = sinh²a, the identity cos²c + sin²c = 1 reads 1/(2Y) + 1/[2(1 + Y)] = 1. Hence 2Y + 1 = 2Y² + 2Y, so Y = 1/√2 and sin²c = 1/[2(1 + Y)] = 1 − 1/√2. The nearest branch points lie |c| ≈ 0.57 from the real u axis at every frequency. Panels of length at most 1 in u, each with 20 Gauss–Legendre points, resolve the integrand.

On π ≤ x ≤ X, panels one lobe wide suffice. In the x plane the relevant branch point is d(1 − i), with d = √(λ/2). If d ≥ π, its distance from the interval [π, ∞) is d. If d < π, the distance is √[(π − d)² + d²], whose minimum is π/√2 at d = π/2. It never approaches the integration path.

**5. Tail correction**

Let g(x) = 1/(x²r). With sin²x = ½(1 − cos 2x), the omitted part is

∫_X^∞ sin²x g dx = ½A − ½B, A = ∫_X^∞ g dx, B = ∫_X^∞ cos 2x g dx.

The smooth part A is elementary. Since dr/dx = x/r,

d(r/x)/dx = 1/r − r/x² = (x² − r²)/(x²r) = −iλ g.

As r/x → 1 at infinity, A = (r − X)/(iλX), with r evaluated at X. For small λ this subtracts nearly equal numbers. Multiplying numerator and denominator by r + X and using r² − X² = iλ gives the stable form

½A = 1/[2X(X + r)].

It tends to 1/(4X²) for λ ≪ X² and to 1/(2Xs) for λ ≫ X², matching the two tail laws.

For B, choose X = Nπ with integer N ≥ 1, so that sin 2X = 0 and cos 2X = 1. A first integration by parts has no boundary term:

B = −½∫_X^∞ sin 2x g′ dx.

A second one gives

∫_X^∞ sin 2x g′ dx = ½g′(X) + ½∫_X^∞ cos 2x g″ dx.

Therefore

B = −¼g′(X) − ¼∫_X^∞ cos 2x g″ dx,

−½B = g′(X)/8 + (1/8)∫_X^∞ cos 2x g″ dx.

The derivative follows from g = x⁻²r⁻¹:

g′ = −2x⁻³r⁻¹ − x⁻¹r⁻³ = −(2r² + x²)/(x³r³) = −(3x² + 2iλ)/(x³r³).

The working formula is thus

I = ∫₀^X sin²x/(x²r) dx + 1/[2X(X + r)] − (3X² + 2iλ)/(8X³r³) + R,

where r outside the integral means r(X).

**6. The remainder bound**

The identity found for B also holds with g replaced by g″. Applying it to the last integral gives

R = −(1/32)[g‴(X) + ∫_X^∞ cos 2x g⁗ dx].

To bound the derivatives, use |r| = (x⁴ + λ²)^(1/4) ≥ x. With h = 1/r, repeated differentiation gives

h′ = −x r⁻³
h″ = −r⁻³ + 3x²r⁻⁵
h‴ = 9x r⁻⁵ − 15x³r⁻⁷
h⁗ = 9r⁻⁵ − 90x²r⁻⁷ + 105x⁴r⁻⁹.

Replacing |r| by x in the denominators and adding moduli bounds h and its four derivatives by

1/x, 1/x², 4/x³, 24/x⁴, 204/x⁵.

The function x⁻² and its first four derivatives have moduli

1/x², 2/x³, 6/x⁴, 24/x⁵, 120/x⁶.

Leibniz's rule for g = x⁻²h then yields

|g‴| ≤ (24 + 3·6·1 + 3·2·4 + 24)/x⁶ = 90/x⁶,

|g⁗| ≤ (120 + 4·24·1 + 6·6·4 + 4·2·24 + 204)/x⁷ = 756/x⁷.

Integrating the second bound from X to infinity gives 126/X⁶, so

|R| ≤ (90 + 126)/(32X⁶) = 27/(4X⁶)

for every λ > 0. This is an absolute bound on the tail error in I. It includes neither quadrature nor rounding error.

The actual remainder is smaller. For λ ≪ X², g ≈ x⁻³, g‴ = −60/x⁶ and the fifth derivative is −2520/x⁸. One more use of the identity gives ∫_X^∞ cos 2x g⁗ dx ≈ 630/X⁸, hence

R ≈ [15/(8X⁶)](1 − 10.5/X²).

At λ = 10⁻⁴ and N = 8 this predicts X⁶R ≈ 1.844; the computed value is 1.845.

**7. Algorithm and cost**

For an absolute tail tolerance ε, solving 27/(4X⁶) ≤ ε fixes the cutoff in advance:

```
input: lambda > 0, tail tolerance eps
N = max(1, ceil((27/(4 eps))^(1/6) / pi))
X = N pi
U = arsinh(pi / sqrt(lambda))

total = 0
divide [0,U] into ceil(U) equal panels
for each 20-point Gauss node u, weight w:
    x = sqrt(lambda) sinh(u)
    total += w (sin(x)/x)^2 cosh(u)
               / sqrt(sinh(u)^2 + i)

divide [pi,X] into N-1 equal panels
for each 20-point Gauss node x, weight w:
    total += w (sin(x)/x)^2
               / sqrt(x^2 + i lambda)

r = sqrt(X^2 + i lambda)
total += 1/(2 X (X+r))
total -= (3 X^2 + 2 i lambda)/(8 X^3 r^3)
return total
```

If N = 1, the second loop is empty. The number of integrand evaluations is 20[ceil(U) + N − 1]. It grows logarithmically as λ → 0 and as ε^(−1/6) when the tolerance is tightened. For ε = 10⁻¹⁰, N = 21. Plain truncation at λ ≪ X² would need 1/(4X²) = 10⁻¹⁰, or X = 5 × 10⁴, about 16,000 lobes.

A relative tolerance η needs ε = η|I|. At large λ, |I| ≈ π/(2√λ), as shown below, so N from this bound grows as λ^(1/12) at fixed η.

**8. Independent forms and limits**

An instantaneous line source releasing energy E per unit length on the insulated surface produces, at distance ρ and time t, the temperature

2E exp[−ρ²/(4Dt)]/(4πDtC).

The factor 2 comes from the image source. Superposing earlier pulses with CD = κ gives

θ(ρ) = (p/2πκ)∫₀^∞ exp[−ρ²/(4Dt) − 2iωt] dt/t = (p/πκ)K₀(qρ),

where K₀ is the modified Bessel function. Averaging over source and receiver points in the strip, with separation yb and density 1 − y/2 on 0 ≤ y ≤ 2, gives

I(λ) = ∫₀² (1 − y/2)K₀(sy) dy.

This integral has neither a wavevector cutoff nor an oscillatory tail of the original kind. The remainder bound was tested against it at 21 values of λ from 10⁻⁶ to 10⁴ and six values of N from 1 to 10, allowing 10⁻¹³ for rounding. The largest error-to-bound ratio was 0.275.

At low frequency, K₀(sy) ≈ −ln(sy/2) − γ, where γ is Euler's constant. The required integrals are

∫₀²(1 − y/2)dy = 1,

∫₀²(1 − y/2)ln y dy = (2 ln 2 − 2) − ½(2 ln 2 − 1) = ln 2 − 3/2.

Hence

I ≈ −ln s + ln 2 − γ − ln 2 + 3/2 = 3/2 − γ − ½ln λ − iπ/4.

The real part falls linearly with ln ω, while the imaginary part approaches a constant.

At high frequency K₀ decays well before y = 2, so the upper limit can be moved to infinity with exponentially small error. Using ∫₀^∞K₀(sy)dy = π/(2s) and ∫₀^∞yK₀(sy)dy = 1/s²,

I ≈ π/(2s) − 1/(2s²).

The first term gives ΔT = p/(2bκq), the response to one-dimensional flow with flux p/(2b). Its phase is −45°. The second is the leading reduction by lateral flow at the strip edges.

**9. Worked example**

Take the round parameters κ = 2 W/(m K), C = 2 × 10⁶ J/(m³ K), b = 10 µm, L = 1 mm and P = 10 mW. Then D = 10⁻⁶ m²/s, p = 0.010/0.001 = 10 W/m, and

p/(πκ) = 10/(2π) = 1.5915 K.

At current frequency f = ω/(2π) = 100 Hz,

λ = 4πfb²/D = 4π × 100 × 10⁻¹⁰/10⁻⁶ = 0.12566.

The algorithm gives I = 1.97569 − 0.74240i, so

ΔT = 1.5915 K × I = (3.144 − 1.182i) K.

For R₀ = 20 Ω and α = 0.003 K⁻¹, j₀ = √(2P/R₀) = 31.62 mA. The conversion factor is ½ × 0.03162 × 20 × 0.003 = 9.487 × 10⁻⁴ V/K, giving

V₃ω = (2.983 − 1.121i) mV.

These digits evaluate the first-order formula. The neglected terms are of relative order α times the temperature rise: about 1.5% from the oscillating part (feedback on the 2ω power plus the 4ω temperature), and about 2.4% more from the steady rise if R₀ is the cold resistance. The steady rise is not finite in the two-dimensional model; for the 1 mm strip it is about 8 K. The finite length also changes ΔT itself by about 1% at this frequency (section 11).

The 100 Hz errors in I, measured against the K₀ integral, separate the roles of the tail terms:

- N = 5: 1.0 × 10⁻³ without a tail, 6.0 × 10⁻⁶ with the smooth term, and 1.2 × 10⁻⁷ with both terms.
- N = 10: 2.5 × 10⁻⁴, 3.8 × 10⁻⁷ and 1.9 × 10⁻⁹, respectively.

Doubling X divides these errors by about 4, 16 and 62, close to the expected 2², 2⁴ and 2⁶.

A separate calculation in the time domain checks the physical prefactor. It averages the heat kernel over the strip before integrating over time, along the ray t = |t|e^(−iπ/4), on which exp(−2iωt) decays. At five frequencies from 1 Hz to 10 kHz the largest relative difference was 5.4 × 10⁻¹¹. This is the size expected of the tail remainder: 15/(8X⁶) ≈ 2.3 × 10⁻¹¹ at N = 21, divided by |I| ≈ 0.42 at 10 kHz.

**10. Conductivity from the slope**

The low-frequency limit gives d Re ΔT/d ln ω = −p/(2πκ). For two frequencies f₁ < f₂,

κ ≈ p ln(f₂/f₁)/{2π[Re ΔT(f₁) − Re ΔT(f₂)]}.

Between 1 and 10 Hz, the real parts are 6.7841 K and 4.9542 K. Their difference is 1.8300 K, so

κ ≈ 10 × ln 10/(2π × 1.8300) = 2.0026 W/(m K),

0.13% above the input of this two-dimensional model; section 11 gives the much larger end effect for a 1 mm heater. The 0.13% comes from the next term of K₀(sy), namely (s²y²/4)[1 − γ − ln(sy/2)]. With s² = iλ and ln s = ½ln λ + iπ/4, its real part is πλy²/16. Since ∫₀²(1 − y/2)y²dy = 2/3, Re I gains πλ/24. This is larger at the higher frequency, reduces the temperature difference, and accounts for the 0.13%.

Stopping at N = 2 without a tail lowers Re ΔT at 1 Hz by 9.7 mK, or 0.14%, but changes the slope conductivity by a relative 6 × 10⁻¹¹. For λ < X² the omitted integral is

∫_X^∞ (sin²x/x³)(1 + iλ/x²)^(−1/2) dx.

Its expansion in iλ has real coefficients, so its real part contains only even powers of λ. The leading offset is independent of frequency and cancels in the difference. Agreement of the slope is therefore not evidence that the absolute temperature has converged.

**11. Stability and failure modes**

**Unresolved thermal scale.** A single 20-point Gauss panel in x on [0, π] gives an error of 0.040 in I at 1 Hz. The sinh map removes this failure. For the five example frequencies, doubling the Gauss order changed I by less than 10⁻¹⁵.

**Cutoff at the wrong phase.** For general X the first integration by parts adds ¼ sin(2X)g(X) to the tail. At X = (N + ¼)π and small λ/X², this is 1/(4X³). The derivative term should also vanish there, since cos 2X = 0, but the formula for X = Nπ still subtracts 3/(8X⁴). The two faults add to 7.84 × 10⁻⁶ at X = 10.25π; the observed error at 100 Hz is 7.81 × 10⁻⁶.

**Inverse-cube tail at high frequency.** At λ = 10⁴ and N = 10, √λ = 100 exceeds X ≈ 31. Replacing the tail by 1/(4X²) gives an error of 127% relative to the true tail. The two-term correction gives 1.9 × 10⁻⁶ on the same measure.

**Rounding.** Use the limiting value 1 for sin x/x at x = 0. In double precision, tightening ε below the rounding error of the central sum adds work without adding accuracy.

**Limits of the model.** Numerical convergence does not validate the heat-flow assumptions. At 1 Hz the penetration depth √(D/2ω) is about 0.28 mm, not far below the 1 mm heater length, so end effects matter. While this depth lies between b and L, averaging over a uniformly heated strip of finite length lowers ΔT by about p/(πκqL). Here that is about 0.3 K in the real part at 1 Hz and 0.1 K at 10 Hz, which makes the slope conductivity of section 10 about 14% too high. These figures hold for a strip heated only over the length on which the temperature is averaged; voltage taps placed inside a longer heated line reduce the effect. At 100 Hz the depth is about 28 µm, only about 3b, and the estimate needs its next term: the drop is close to (p/πκL)(1/q − 2b/3), about 0.02 K in the real part and 1% of |ΔT|. A finite substrate thickness also limits the low-frequency range. At high frequency, the heater's heat capacity and contact resistance can become important. These effects require a different source geometry or surface response; the bound derived here applies to the stated integral.

Table of computed values

```
conductivity = 2.0 W/(m K)
heat capacity = 2.0e+06 J/(m^3 K)
diffusivity = 1.0e-06 m^2/s
half-width = 10.0 um; length = 1.0 mm
2-omega power amplitude = 10.0 mW
power per length = 10.0 W/m
temperature prefactor = 1.591549 K
tail tolerance = 1.0e-10 (dimensionless)
chosen N = 21; cutoff X = 65.9734
tail bound at this X = 8.19e-11
change on doubling Gauss order = 3.1e-16
f (Hz), lambda, Re I, Im I:
  1  0.001257  4.26260677  -0.78448797
  10  0.012566  3.11278563  -0.77870559
  100  0.125664  1.97569281  -0.74240402
  1000  1.256637  0.94073779  -0.58077361
  10000  12.566371  0.31342027  -0.27360409
f (Hz), Re dT (K), Im dT (K):
  1  6.784149  -1.248551
  10  4.954152  -1.239348
  100  3.144413  -1.181573
  1000  1.497231  -0.924330
  10000  0.498824  -0.435454
largest relative difference from heat kernel = 5.4e-11
100 Hz errors: N, no tail, smooth term, both terms, bound:
  2  6.117e-03  2.159e-04  2.467e-05  1.097e-04
  5  1.007e-03  6.040e-06  1.199e-07  4.493e-07
  10  2.529e-04  3.830e-07  1.930e-09  7.021e-09
largest error/bound in scan = 0.275
X^6 times remainder, lambda=1e-4, N=8: 1.8447
max x^6|g'''| = 60.00; max x^7|g''''| = 360.00
1 Hz ungraded first-panel error = 4.02e-02
100 Hz error at X=10.25 pi = 7.814e-06
lambda=1e4, N=10: relative cube-tail error = 1.271
same case, relative uniform-tail error = 1.92e-06
heater resistance = 20.0 ohm; alpha = 0.0030 1/K
current amplitude = 31.6228 mA
100 Hz V3w: Re = 2.983052 mV, Im = -1.120938 mV
1 Hz Re dT without tail, N=2 = 6.774414 K
1 Hz offset from missing tail = 9.7349 mK
slope conductivity, 1 to 10 Hz = 2.002559 W/(m K)
same without tail, N=2 = 2.002559 W/(m K)
relative slope change = 5.6e-11
```
